Why a Thin Alloy Foil Can Lengthen During Isothermal Oxidation

Q: I hold a thin alloy foil in air at constant temperature, with no load on it. It comes out of the run longer than it went in, with both lengths referred to the same temperature. Oxidation consumes metal and adds oxide to the faces. Why should that change the length?

A: Thickening by itself need not. If every new layer of oxide were laid stress-free on top of the old one, with no tendency to spread, nothing would pull on the metal. Lengthening needs a second ingredient: some of the new oxide forms inside the existing scale. Metal and oxygen can both travel along the oxide's grain boundaries, and where they meet and react, the new material pushes neighbouring grains apart sideways. A detached scale would then grow wider as well as thicker.

The scale on your foil is bonded to the metal, so it cannot widen alone. The metal holds it back and puts it in compression; the scale pulls on the metal and puts that in tension. A hot metal under sustained tension creeps, and the foil gets longer.

Q: Can we make that quantitative? What do you need to assume?

A: Let the metal have thickness H and let each face carry oxide of thickness h. Call g the in-plane strain rate at which the oxide would widen if it were free, equal in both in-plane directions. Call r the strain rate the bonded foil actually shows. Extension and tension are positive.

I assume that the strains are small, that the two scales are equal, so that the foil stays flat, and that we look far from its edges, where the strain rate is uniform through the thickness. No external force acts. For the moment both materials are incompressible Newtonian solids, with shear viscosities η_o for the oxide and η_m for the metal; elasticity comes later.

The metal has no growth of its own, so its creep rate is the whole foil rate. The oxide's total rate is growth plus creep, and bonding makes that total equal to r:

r_m = r
r_o = r − g

Here r_m and r_o are the creep rates. If r lies between 0 and g, the metal is creeping outwards and the oxide inwards, relative to its free growth.

Q: What stress goes with those creep rates? I would have written three times viscosity times strain rate.

A: That is the result for a bar pulled in one direction. A foil is stretched in two. For an incompressible Newtonian solid, each normal stress is −p + 2η times the creep rate in that direction, where p is the pressure. Let the in-plane creep rate be q in both x and y. Volume conservation gives the rate through the thickness:

q + q + q_z = 0, so q_z = −2q

The faces are free, and a thin flat layer far from its edges carries no stress normal to itself. Hence

0 = −p + 2ηq_z = −p − 4ηq, so p = −4ηq

The in-plane stress follows:

σ = −p + 2ηq = 4ηq + 2ηq = 6ηq

The factor 6 applies to both layers, so it will cancel from the sharing of strain. It does not cancel from the stresses:

σ_m = 6η_m r
σ_o = 6η_o (r − g)

Q: Then how is the growth rate divided between metal and oxide?

A: With no external load, the force per unit width through a cross-section must vanish:

2hσ_o + Hσ_m = 0

Insert the two stresses and divide by 6:

2hη_o (r − g) + Hη_m r = 0

Move the term with g to the right and collect r:

(2hη_o + Hη_m) r = 2hη_o g

r = f g, with f = 2hη_o / (2hη_o + Hη_m)

The fraction f is the part of the growth rate that appears as foil lengthening. The oxide takes up the rest by compressive creep:

g − r = (1 − f) g, with 1 − f = Hη_m / (2hη_o + Hη_m)

So the sharing does follow thickness times viscosity, but crosswise. The metal's share of the strain rate is set by the oxide's product, and the oxide's share by the metal's product. The layer that resists flow more strongly is the one that flows less. If g = 0, then r = 0 however fast the scale thickens.

The stresses are

σ_m = 6η_m f g > 0
σ_o = −6η_o (1 − f) g < 0

which are the tension and compression described at the start.

Q: No outside force acts, yet both layers are being deformed. Who does the work?

A: The oxidation reaction does. Per unit area of foil, the power dissipated by creep in one in-plane direction is the sum of thickness times stress times creep rate:

P = 2hσ_o (r − g) + Hσ_m r

Collect the terms with r:

P = (2hσ_o + Hσ_m) r − 2hσ_o g = −2hσ_o g

The bracket is zero by force balance. Because σ_o is negative, P is positive. It is the work done by new oxide as it forces its way in against the compression. The second in-plane direction contributes the same amount, so the total is 2P. The model treats g as given; a compression large enough to hinder the insertion of oxide would reduce g, and that feedback is left out.

Q: I measure a length at the end, not a rate. How do I get the total strain?

A: We need a rule for g. A simple closure is that a fixed fraction of new oxide forms where it causes lateral growth, so that g is proportional to the thickening rate:

g = D dh/dt

D is the free lateral strain per unit of added oxide thickness. This is a model assumption, not a consequence of force balance. It also helps to define the scale thickness at which the two products are equal:

2h*η_o = Hη_m, so h* = Hη_m / (2η_o)

Dividing the numerator and denominator of f by 2η_o gives

f = h / (h + h*)

With e for the accumulated foil strain, r = de/dt, and therefore

de/dt = D [h / (h + h*)] dh/dt

Time drops out when we divide by dh/dt. Write h/(h + h*) as 1 − h*/(h + h*) and integrate from a bare foil, holding H, D and both viscosities constant:

e = D ∫₀ʰ [1 − h*/(u + h*)] du
e = D [h − h* ln(1 + h/h*)]

Under these assumptions the strain depends on how much oxide has formed, and not on how quickly it formed. The stresses do depend on speed, because they are proportional to g.

Q: What should the curve look like early and late in a run?

A: For h much smaller than h*, use ln(1 + x) ≈ x − x²/2 with x = h/h*:

e ≈ D [h − h + h²/(2h*)] = D h²/(2h*)

If the scale grows parabolically, h² = Kt, this becomes

e ≈ D K t/(2h*)

The lengthening is linear in time even though the thickening slows down. Free growth slows as 1/h, while the metal's share rises as h, and the two changes cancel. This cancellation is special to parabolic growth. Alumina scales often thicken more slowly than that, and for h³ proportional to t the early strain rises as t^(2/3).

For h much greater than h*, f approaches 1 and the metal follows nearly all further lateral growth. The strain is then

e ≈ D [h − h* ln(h/h*)]

The strain given up to oxide creep continues to grow, but only logarithmically, so it becomes a small fraction of Dh.

Q: Give me numbers for a foil I might actually put in a furnace.

A: Take round parameters in the regime of an alumina-forming iron-chromium-aluminium foil near 1100 °C. They are rough model inputs, not data for a particular alloy: H = 50 µm, K = 0.04 µm²/h, D = 0.50 % per µm, η_o = 10¹⁵ Pa s and η_m = 10¹³ Pa s. The crossover thickness is

h* = 50 µm × 10¹³ / (2 × 10¹⁵) = 0.25 µm

The scale reaches it after h*²/K = 1.56 h. After 100 h,

h = √(0.04 × 100) µm = 2.0 µm
f = 2.0 / (2.0 + 0.25) = 0.889

From h² = Kt we have 2h dh/dt = K, so dh/dt = K/(2h) and

g = 0.50 × 0.04 / (2 × 2.0) %/h = 0.0050 %/h
r = 0.889 × 0.0050 %/h = 0.00444 %/h

The accumulated strain is

e = 0.50 × [2.0 − 0.25 ln 9] % = 0.725 %

A strip 50 mm long therefore gains 0.36 mm. Free oxide would have widened by 1.0 %; the missing 0.275 % is compressive creep in the scale.

For the final metal stress, r = 0.00444 %/h is 1.23 × 10⁻⁸ s⁻¹, so

σ_m = 6 × 10¹³ Pa s × 1.23 × 10⁻⁸ s⁻¹ ≈ 0.74 MPa

Force balance then gives the oxide stress:

σ_o = −Hσ_m/(2h) = −(50/4) × 0.74 MPa ≈ −9.3 MPa

In this purely viscous model the metal tension is higher earlier in the run: 3.7 MPa at 1 h and 1.9 MPa at 10 h. Elasticity, added below, lowers the earliest values. Stresses of this size are enough because the metal is weak and creeps for many hours.

As a test of the strain formula, the three-dimensional flow equations were solved numerically for a stack of bonded sublayers, with the pressures and thickness rates left unknown, and the resulting foil rate was integrated over scale growth. With these parameters that gave 0.7253 %, the same as the formula to the digits printed.

Q: What about the start of the run? If I put a very thin scale into your stress formula, the oxide stress looks enormous.

A: It diverges. With parabolic growth,

σ_o = −6η_o [h*/(h + h*)] D K/(2h)

which grows as 1/h when h tends to zero. The metal stress stays finite, because its factor f cancels that 1/h:

σ_m = 6η_m D K / [2(h + h*)]

The divergence shows that purely viscous flow is the wrong description of a very young scale. The oxide needs time to relax, and until then it responds elastically.

Let M_o and M_m be the biaxial elastic moduli, each the ratio of equal in-plane stresses to in-plane elastic strain. Adding elastic strain rate to creep rate in an oxide layer gives

r − g = σ/(6η_o) + (1/M_o) dσ/dt

Multiply by M_o and define the relaxation time τ_o = 6η_o/M_o:

dσ/dt = M_o (r − g) − σ/τ_o

Layers born at different times carry different stresses, so follow the force per unit width in one scale, N = ∫σ dz. If new oxide is born stress-free, the added layer contributes nothing to N at birth. Integrating the last equation over the thickness gives

dN/dt = M_o h (r − g) − N/τ_o

The metal obeys the same kind of law, without growth:

dσ_m/dt = M_m r − σ_m/τ_m, with τ_m = 6η_m/M_m

Force balance, 2N + Hσ_m = 0, must hold at every instant. Differentiate it at constant H and insert both rates:

2M_o h (r − g) − 2N/τ_o + H M_m r − Hσ_m/τ_m = 0

Solving for r,

r = [2M_o h g + 2N/τ_o + Hσ_m/τ_m] / (2M_o h + H M_m)

These equations can be stepped forward from a bare, unstressed foil.

Q: How much does that change the example?

A: A great deal at first and little at the end. With M_o = 400 GPa and M_m = 150 GPa, the relaxation times are 4.17 h for the oxide and 0.111 h for the metal. After 1 h the viscous model gives a strain of 0.0265 % and an oxide stress of −463 MPa. With elasticity the strain is 0.0051 % and the mean oxide stress is −163 MPa. The mean compression peaks at about 182 MPa after 2.0 h and then declines. The metal tension now starts from zero, is 1.3 MPa at 1 h and peaks at about 2.5 MPa after roughly 4 h.

At 10 h the strains are 0.159 % without elasticity and 0.127 % with it. At 100 h they are 0.725 % and 0.700 %, and the oxide stress is −9.3 MPa in both models. The sharing law is thus a poor guide to the first several hours of this example: its strain is still about 60 % too high at 5 h and 25 % too high at 10 h. The final strain, however, changes by only −3.5 % relative to the viscous result when elasticity is restored. That figure belongs to a 100 h run, because with elasticity the strain depends on speed as well as on scale thickness: the same 2 µm grown in 10 h gives 0.62 %, and grown in 1000 h it gives 0.72 %.

A separate calculation gave every newborn oxide layer its own stress history, starting from zero. It ended at 0.6999 %, against 0.6998 % from the equations for the total force.

Q: Could the lengthening be just the elastic stretch of the metal under the oxide's pull?

A: Not in this example. Keep the oxide and its growth unchanged, but make the metal a million times more viscous, so that it hardly creeps. The final strain falls from 0.700 % to 0.0045 %. That remainder is elastic extension: multiplied by 150 GPa it corresponds to about 6.7 MPa in the metal. Lateral oxide growth supplies the pull, but creep of the metal turns it into a large and lasting elongation.

This comparison applies at the furnace temperature. On cooling, the metal tends to contract more than the oxide, and a bonded scale holds it back. With typical expansion coefficients, cooling from 1100 °C to room temperature leaves the metal elastically stretched by roughly 0.1 %, if the scale stays intact and neither layer yields or creeps. A hot metal may well creep while it cools. With the linear viscosity used here that adds little, but with the trial power law introduced below, activation energies of 250 to 400 kJ/mol and cooling at 5 to 500 K/min, the offset grows to about 0.2–0.3 %, more than half of it permanent. Measuring both lengths at room temperature does not remove this part, because the bare foil had no scale to hold it. Measure both lengths at the furnace temperature, or estimate the cooling part and subtract it.

Q: Should I use a thinner foil if I want to see the effect more clearly?

A: In this model, yes, provided the final scale thickness and the material properties are held fixed. With 2 µm of oxide per face, the viscous strain is 0.823 % for a 25 µm foil, 0.725 % for 50 µm and 0.598 % for 100 µm. Halving the thickness does not double the strain here, because the metal already follows most of the oxide growth. In the early regime it would: e ≈ Dh²/(2h*), and h* is proportional to H.

Fixed material properties become unrealistic in a very thin foil, because the same scale takes a larger fraction of its aluminium. With 0.6 µm of metal volume removed per µm of oxide, two 2 µm scales would take 9.6 at.% from a 25 µm foil, nearly all that a common grade contains. Treat the 25 µm value as an illustration of the formula, not as a forecast.

The viscosity ratio η_o/η_m acts through h* as well, so doubling it has the same effect on the viscous strain as halving H. The ratio is much less well known than the thickness, so it is worth varying over a wider range. At H = 50 µm and the same scale thickness, a ratio of 10 gives 0.265 %, the reference ratio of 100 gives 0.725 %, and a ratio of 1000 gives 0.945 %. The last value is approaching the free oxide strain of 1.0 %.

This also tells you what a measurement can determine. Early viscous data fix the combination D/h*, not D and h* separately. To separate them you need data that reach beyond the early regime, to h comparable with h* or larger. A thinner foil helps, because its h* is smaller. Comparing foils of different thickness that all stay in the early regime does not help: there e ≈ Dh²η_o/(Hη_m), so every foil gives the same combination Dη_o/η_m. In the example the truly early stage is hidden by elastic relaxation, so the later data are the more useful.

Q: My alloy loses aluminium to the scale. Shouldn't the metal shrink?

A: It can, and the force balance handles that too. Suppose the unstressed metal would contract in-plane at a rate c. Its creep rate is then r + c, and force balance becomes

2hη_o (r − g) + Hη_m (r + c) = 0

(2hη_o + Hη_m) r = 2hη_o g − Hη_m c

r = f g − (1 − f) c

The foil rate is the mean of the two free rates, weighted by thickness times viscosity. A stiff scale therefore suppresses the metal's contraction as well as transmitting its own growth.

For a rough size, let each µm of oxide remove 0.6 µm of metal volume. Two 2 µm scales then take 2 × 0.6 × 2/50 = 4.8 at.% of aluminium from the foil. With a lattice strain of 0.04 per unit atomic fraction, free metal would contract by 0.04 × 4.8 % = 0.192 %, or 0.096 % per µm of oxide on each face. The part that survives the scale's resistance is this coefficient times

∫₀ʰ (1 − f) du = h* ln(1 + h/h*) = 0.25 ln 9 µm = 0.549 µm

which is 0.053 %. The foil strain falls from 0.725 % to 0.673 %.

That estimate assumes that the vacant lattice sites left by aluminium disappear at the metal surface and reduce only the thickness. If they disappeared uniformly inside the metal, and the lost volume came equally from all three directions, there would be a further free in-plane contraction of about 4.8 %/3 = 1.6 %, or 0.8 % per µm of oxide. The same weighting gives 0.8 × 0.549 % ≈ 0.44 %, enough to remove more than half of the elongation. It can even reverse the trend with foil thickness among thin foils, because a thinner foil loses a larger fraction of its aluminium. With both contractions included, the viscous strain at 2 µm of oxide per face is about 0.19 % for a 25 µm foil, 0.23 % for 50 µm and 0.24 % for 100 µm. The maximum is flat and lies near 75–100 µm; for thicker foils the strain falls again, to about 0.20 % at 200 µm. Where the vacancies go is therefore a serious uncertainty.

Q: Real alloys also creep by a power law. Does the linear result survive?

A: The idea of sharing does, but the weights then depend on stress. As a trial, give the metal a creep exponent of 5 and match its viscosity to the linear value at 1 MPa:

r = [σ_m/(6η_m)] (σ_m/1 MPa)⁴

Without elasticity, the final strain becomes 0.827 %, which is 14 % above the linear result. The reason lies in the stress history. The linear metal stress starts near 6.7 MPa and falls as 1/(h + h*), so it passes 1 MPa when h + h* ≈ 6.7 × 0.25 µm, or h ≈ 1.4 µm. The two laws coincide at that point. Before it, the power-law metal is softer and yields more; after it, the metal is harder and yields less. The softer stage covers most of the growth.

Elasticity weakens this effect, because the metal stress then starts from zero instead of 6.7 MPa. With elasticity included in both cases, the power law raises the final strain by about 9 %, from 0.70 % to 0.76 %.

Q: How far should I trust the example for a real iron-chromium-aluminium foil?

A: Trust the mechanism more than the numbers; even the trend with foil thickness depends on where the vacancies go. A scale of order 1 µm after 100 h is reasonable for such an alloy near 1100 °C, and a loss of 4.8 at.% aluminium is a large part of the roughly 10 at.% that a common grade contains. D and the two viscosities are much less certain: they depend on composition, grain size and stress. With linear creep the strain is directly proportional to D, while changing the viscosity ratio by a factor of 10 either way moved it between 0.265 % and 0.945 %. Real foils break the linear-creep assumption, and the trial power law moved the strain by +14 % without elasticity and by about +9 % with it. Aluminium loss moved it by −7 % through lattice contraction alone, and could move it by about −60 % more if vacancies disappear uniformly inside the metal.

If the length is measured at room temperature, cooling adds roughly 0.1 % strain when the metal stays elastic, and about 0.2–0.3 % when it creeps by the trial power law on the way down. Changes in metal thickness matter less for these numbers. Letting the metal become thinner as it is consumed raises the strain by 0.5 % of its value. Incompressible stretching thins the metal by 2 × 0.725 % = 1.45 %, which the constant-H calculation also omits. These corrections were sized one at a time, so their sum is not a prediction of their combined effect.

Q: What would make the explanation fail altogether?

A: The scale must be able to transmit force. If it cracks through, buckles or spalls, it loses its grip on the metal and f no longer describes the foil. If one face oxidizes faster than the other, the forces are off-centre and the foil bends as well as stretches. If new oxide forms almost entirely at a free surface or an interface without lateral growth, g is small and this source of elongation disappears.

A useful control is an identical foil held for the same time at the same temperature, supported in the same way, in an atmosphere that does not oxidize it. Elongation there points to the foil's own weight or to some change in the metal. A difference between the two foils shows that oxidation matters, but aluminium loss also contributes to that difference. Comparing several foil thicknesses at equal scale thickness then tests whether the sharing law, with the contraction from aluminium loss included, accounts for it.

Calculated quantities

```
metal thickness H = 50 um
parabolic constant K = 0.04 um^2/h
free lateral strain per oxide thickness D = 0.50 %/um
oxide viscosity = 1.0e+15 Pa s
metal viscosity = 1.0e+13 Pa s
biaxial modulus, oxide = 400 GPa
biaxial modulus, metal = 150 GPa
relaxation time, oxide = 4.17 h
relaxation time, metal = 0.111 h
crossover oxide thickness h* = 0.250 um
time to reach h* = 1.56 h
early viscous lengthening rate = 0.0400 %/h
t = 1 h: h = 0.200 um, g = 0.05000 %/h, metal share f = 0.444
  viscous: foil rate = 0.02222 %/h, strain = 0.0265 %
  viscous stress: metal = 3.704 MPa, oxide = -463.0 MPa
  with elasticity: strain = 0.0051 %, metal = 1.307 MPa, oxide mean = -163.3 MPa
t = 10 h: h = 0.632 um, g = 0.01581 %/h, metal share f = 0.717
  viscous: foil rate = 0.01133 %/h, strain = 0.1586 %
  viscous stress: metal = 1.889 MPa, oxide = -74.7 MPa
  with elasticity: strain = 0.1269 %, metal = 1.996 MPa, oxide mean = -78.9 MPa
t = 100 h: h = 2.000 um, g = 0.00500 %/h, metal share f = 0.889
  viscous: foil rate = 0.00444 %/h, strain = 0.7253 %
  viscous stress: metal = 0.741 MPa, oxide = -9.3 MPa
  with elasticity: strain = 0.6998 %, metal = 0.743 MPa, oxide mean = -9.3 MPa
free lateral oxide strain at end = 1.000 %
oxide creep strain at end = -0.2747 %
extension of a 50 mm strip = 0.363 mm
integrated 3D flow strain = 0.7253 %
strain at end for H = 25 um: 0.8229 %
strain at end for H = 100 um: 0.5976 %
strain at end, viscosity ratio 10: 0.2653 %
strain at end, viscosity ratio 1000: 0.9451 %
strain at end without metal creep = 0.00445 %
peak mean oxide stress = -182 MPa at h = 0.286 um, t = 2.04 h
layer-by-layer elastic march strain = 0.6999 %
neglected effects: strain at end, change from viscous result
  elasticity: 0.6998 %, change -3.52 %
  metal creep exponent 5, matched at 1 MPa: 0.8265 %, change +13.94 %
  metal consumption: 0.7287 %, change +0.47 %
  lattice contraction by Al loss: 0.6726 %, change -7.27 %
metal removed per oxide thickness = 0.6 um/um
lattice strain per unit Al atomic fraction = 0.04
aluminium lost from the foil = 4.8 at.%
free lattice contraction at end = 0.192 %
metal thinning by its own stretch = 1.45 %
```
